# Unpaired-electron density of the benzyl radical in the Hückel model: a program that tests the result

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
# Result under test: in the Hueckel model of the benzyl radical the unpaired
# electron density is 4/7 on the exocyclic carbon, 1/7 on each ortho carbon
# and on the para carbon, and 0 on the ipso and meta carbons.
# Symbols: alpha = site energy (zero of energy), beta < 0 = bond coupling,
# x = (E - alpha)/beta, k = exocyclic coupling divided by beta.
# Numerical orbital energies are in units of |beta|, so E = -x.
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy import constants as const
from pyscf import gto, dft, scf, lib

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
names = ["exo", "ipso", "ortho", "meta", "para", "meta'", "ortho'"]
bonds = [(0, 1), (1, 2), (2, 3), (3, 4), (4, 5), (5, 6), (6, 1)]
starred = [0, 2, 4, 6]


def adjacency(k=1.0):
    matrix = np.zeros((7, 7))
    for i, j in bonds:
        matrix[i, j] = matrix[j, i] = k if (i, j) == (0, 1) else 1.0
    return matrix


def solve(k=1.0, para_shift=0.0):
    """Energies, orbitals, alpha and beta populations for seven electrons."""
    hamiltonian = -adjacency(k)
    hamiltonian[4, 4] += para_shift
    energy, orbital = np.linalg.eigh(hamiltonian)
    n_alpha = (orbital[:, :4]**2).sum(axis=1)
    n_beta = (orbital[:, :3]**2).sum(axis=1)
    return energy, orbital, n_alpha, n_beta


# Symbolic solution of the secular problem
x = sp.symbols("x")
exact_matrix = sp.Matrix(7, 7, lambda i, j:
                         int((i, j) in bonds or (j, i) in bonds))
polynomial = exact_matrix.charpoly(x).as_expr()
assert sp.expand(polynomial - x*(x**2 - 1)*(x**4 - 6*x**2 + 7)) == 0
null_vectors = exact_matrix.nullspace()
assert len(null_vectors) == 1
null_vector = null_vectors[0]
norm_squared = sum(c**2 for c in null_vector)
exact_density = [sp.Rational(c**2, norm_squared) for c in null_vector]
assert exact_density == [sp.Rational(n, 7) for n in (4, 0, 1, 0, 1, 0, 1)]

# Numerical diagonalization and explicit occupation of both spins
energy, orbital, n_alpha, n_beta = solve()
unpaired = n_alpha - n_beta
assert np.allclose(unpaired, np.array([4, 0, 1, 0, 1, 0, 1])/7, atol=1e-12)
assert np.allclose(n_alpha + n_beta, 1.0, atol=1e-12)
roots = [np.sqrt(3 + np.sqrt(2)), np.sqrt(3 - np.sqrt(2)), 1.0]
levels = np.sort(np.array(roots + [0.0] + [-r for r in roots]))
assert np.allclose(energy, levels, atol=1e-12)
somo = orbital[:, 3]*np.sign(orbital[0, 3])
anion_charge = 1 - 2*(orbital[:, :4]**2).sum(axis=1)
assert np.allclose(anion_charge, -np.array([4, 0, 1, 0, 1, 0, 1])/7)


def pi_energy(k):
    e = solve(k)[0]
    return 2*e[:3].sum() + e[3]


total = -pi_energy(1.0)
localized = -pi_energy(0.0)
assert abs(total - 2*(1 + np.sqrt(6 + 2*np.sqrt(7)))) < 1e-12
assert abs(localized - 8) < 1e-12
stabilization = total - localized

# Unequal exocyclic coupling
for k in (0.3, 0.7, 0.9, 1.2):
    result = solve(k)
    density = result[2] - result[3]
    assert abs(density[0] - 4/(4 + 3*k*k)) < 1e-11
    assert np.allclose(density[[2, 4, 6]], k*k/(4 + 3*k*k), atol=1e-11)
twist_deg = 30.0
k_twist = np.cos(np.radians(twist_deg))
twisted = solve(k_twist)
twist_density = twisted[2] - twisted[3]
twist_stabilization = -pi_energy(k_twist) - localized

# Nearest-neighbour overlap: generalized eigenvalue problem
overlap_value = 0.25
overlap = np.eye(7) + overlap_value*adjacency()
e_overlap, c_overlap = eigh(-adjacency(), overlap)
middle = np.argmin(abs(e_overlap))
overlap_density = c_overlap[:, middle]*(overlap @ c_overlap[:, middle])
assert middle == 3
assert np.allclose(overlap_density, unpaired, atol=1e-11)

# Inductive shift at para: starred densities change in second order
def exo_change(shift):
    return solve(para_shift=shift)[1][0, 3]**2 - 4/7


assert abs(exo_change(0.02)/exo_change(0.01) - 4) < 0.05
para_shift = 0.2
shifted = solve(para_shift=para_shift)
shift_density = shifted[1][:, 3]**2

# Rough energy scale and thermal excitation
beta_ev = 0.8
temperature = 380.0
kt_ev = const.k*temperature/const.e
gap_ev = beta_ev*(energy[4] - energy[3])
boltzmann = np.exp(-gap_ev/kt_ev)
kj_per_ev = const.e*const.N_A/1000
assert boltzmann < 1e-6

# Electron repulsion: unrestricted PBE0/6-31G at an idealized planar geometry
cc, ch = 1.40, 1.09
atoms = [("C", (2*cc, 0.0, 0.0))]
for n in range(6):
    angle = np.pi*n/3
    atoms.append(("C", (cc*np.cos(angle), cc*np.sin(angle), 0.0)))
for n in range(1, 6):
    angle = np.pi*n/3
    atoms.append(("H", ((cc + ch)*np.cos(angle),
                        (cc + ch)*np.sin(angle), 0.0)))
for sign in (1, -1):
    atoms.append(("H", (2*cc + ch/2, sign*ch*np.sqrt(3)/2, 0.0)))
mol = gto.M(atom=atoms, basis="6-31g", spin=1, charge=0, verbose=0)
mf = dft.UKS(mol)
mf.xc = "pbe0"
mf.grids.level = 1
mf.conv_tol = 1e-7
mf.kernel()
assert mf.converged
spin_square = mf.spin_square()[0]
dm = np.asarray(mf.make_rdm1())
labels = mol.ao_labels(fmt=None)
pi_ao = [i for i, lab in enumerate(labels)
         if (lab[2] + lab[3]).endswith("pz")]
owner = np.array([labels[i][0] for i in pi_ao])
s_pi = mol.intor("int1e_ovlp")[np.ix_(pi_ao, pi_ao)]
da = dm[0][np.ix_(pi_ao, pi_ao)]
db = dm[1][np.ix_(pi_ao, pi_ao)]


def by_atom(values):
    return np.array([values[owner == a].sum() for a in range(7)])


dft_spin = by_atom(np.diag((da - db) @ s_pi))
assert abs(dft_spin.sum() - 1) < 1e-3
assert min(dft_spin[starred]) > 0
assert max(dft_spin[[1, 3, 5]]) < 0
w, v = np.linalg.eigh(s_pi)
s_half = (v*np.sqrt(w)) @ v.T
s_inv_half = (v/np.sqrt(w)) @ v.T
occupation, natural = np.linalg.eigh(s_half @ (da + db) @ s_half)
single = np.argmin(abs(occupation - 1))
assert abs(occupation[single] - 1) < 1e-3
c_single = s_inv_half @ natural[:, single]
dft_orbital = by_atom(c_single*(s_pi @ c_single))
assert dft_orbital[starred].sum() > 0.9
assert dft_orbital[0] > 2*max(dft_orbital[[2, 4, 6]])

# Output
print("Characteristic polynomial:", sp.factor(polynomial))
print("Levels x, bonding first:", " ".join(f"{-e + 0.0:.4f}" for e in energy))
print("Atom: SOMO coefficient, unpaired density, fraction, total pi density")
for i in range(5):
    print(f"  {names[i]:5s} {somo[i] + 0.0:8.4f} {abs(unpaired[i]):8.4f}"
          f"   {exact_density[i]}   {n_alpha[i] + n_beta[i]:.4f}")
print(f"Anion charge exo, ortho, para: {anion_charge[0]:.4f}, "
      f"{anion_charge[2]:.4f}, {anion_charge[4]:.4f} e")
print(f"Pi binding energy, benzyl: {total:.4f} |beta|")
print(f"Pi binding energy, benzene + p orbital: {localized:.4f} |beta|")
print(f"Stabilization: {stabilization:.4f} |beta|")
print(f"Rough thermochemical |beta|: {beta_ev:.2f} eV")
print(f"Stabilization: {stabilization*beta_ev:.3f} eV = "
      f"{stabilization*beta_ev*kj_per_ev:.1f} kJ/mol")
print(f"Twist angle: {twist_deg:.0f} degrees, k = {k_twist:.4f}")
print(f"  twisted density exo: {twist_density[0]:.4f}, "
      f"each ortho/para: {twist_density[2]:.4f}")
print(f"  twisted stabilization: {twist_stabilization*beta_ev:.3f} eV")
print(f"Para site energy raised by {para_shift:.2f} |beta|")
print("  SOMO density exo, ipso, ortho, meta, para:",
      " ".join(f"{d:.4f}" for d in shift_density[:5]))
print(f"  SOMO energy shift: {shifted[0][3]:.4f} |beta|")
print(f"Overlap {overlap_value:.2f}: exo density {overlap_density[0]:.4f}, "
      f"ortho {overlap_density[2]:.4f}")
print(f"Bake temperature: {temperature:.0f} K, kT = {kt_ev:.4f} eV")
print(f"First orbital gap: {gap_ev:.2f} eV, Boltzmann factor {boltzmann:.1e}")
print(f"PBE0/6-31G geometry: all C-C {cc:.2f}, all C-H {ch:.2f} angstrom")
print(f"PBE0/6-31G <S^2>: {spin_square:.4f} (pure doublet 0.75)")
print("Atom: PBE0 singly occupied natural orbital, PBE0 pi spin population")
for i in range(5):
    print(f"  {names[i]:5s} {dft_orbital[i]:8.3f} {dft_spin[i]:8.3f}")
print(f"Sum of PBE0 pi spin over seven carbons: {dft_spin.sum():.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Characteristic polynomial: x*(x - 1)*(x + 1)*(x**4 - 6*x**2 + 7)
Levels x, bonding first: 2.1010 1.2593 1.0000 0.0000 -1.0000 -1.2593 -2.1010
Atom: SOMO coefficient, unpaired density, fraction, total pi density
  exo     0.7559   0.5714   4/7   1.0000
  ipso   -0.0000   0.0000   0   1.0000
  ortho  -0.3780   0.1429   1/7   1.0000
  meta   -0.0000   0.0000   0   1.0000
  para    0.3780   0.1429   1/7   1.0000
Anion charge exo, ortho, para: -0.5714, -0.1429, -0.1429 e
Pi binding energy, benzyl: 8.7206 |beta|
Pi binding energy, benzene + p orbital: 8.0000 |beta|
Stabilization: 0.7206 |beta|
Rough thermochemical |beta|: 0.80 eV
Stabilization: 0.576 eV = 55.6 kJ/mol
Twist angle: 30 degrees, k = 0.8660
  twisted density exo: 0.6400, each ortho/para: 0.1200
  twisted stabilization: 0.446 eV
Para site energy raised by 0.20 |beta|
  SOMO density exo, ipso, ortho, meta, para: 0.5708 0.0005 0.1425 0.0010 0.1418
  SOMO energy shift: 0.0285 |beta|
Overlap 0.25: exo density 0.5714, ortho 0.1429
Bake temperature: 380 K, kT = 0.0327 eV
First orbital gap: 0.80 eV, Boltzmann factor 2.5e-11
PBE0/6-31G geometry: all C-C 1.40, all C-H 1.09 angstrom
PBE0/6-31G <S^2>: 0.7929 (pure doublet 0.75)
Atom: PBE0 singly occupied natural orbital, PBE0 pi spin population
  exo      0.662    0.717
  ipso    -0.001   -0.143
  ortho    0.111    0.216
  meta     0.000   -0.115
  para     0.117    0.225
Sum of PBE0 pi spin over seven carbons: 1.0000
ALL CHECKS PASSED
```
